# Why Blocking Monolayers Can Leak at Sharp Convex Edges

Q: My blocking monolayer works on flat oxide, but unwanted film nucleates along the top corners of the fins. I suspect that the chains are too far apart there. How does their spacing change?

A: Take a convex edge of local radius $R$, running along a straight axis $y$. Let $\ell$ be arc length across the edge, $\mathbf t$ the unit tangent in that direction and $\mathbf n$ the outward normal. Suppose first that the chains are straight, have length $L$ and stand along $\mathbf n$. A point at height $z$ on the chain rooted at $\mathbf r(\ell,y)$ is

$$\mathbf r_z=\mathbf r+z\mathbf n .$$

On a convex edge the normal turns toward the direction of travel, $\partial\mathbf n/\partial\ell=\mathbf t/R$. Along the axis it does not turn. Hence

$$\frac{\partial\mathbf r_z}{\partial\ell}=\Big(1+\frac zR\Big)\mathbf t,\qquad \frac{\partial\mathbf r_z}{\partial y}=\hat{\mathbf y}.$$

The two vectors are perpendicular, so an area element grows by the product of their lengths. If each root occupies area $a_0$, each tip has

$$a(L)=a_0\Big(1+\frac LR\Big).$$

All of the stretch lies across the edge. In a concave corner the normal turns the other way and the factor is $1-L/R$, which means crowding. On a spherical bump the normal turns in both directions and the factor is $(1+L/R)^2$.

Q: So a sharper corner has more empty area at the tips?

A: It has more per chain, but not more in total. Let $\beta$ be the direction of the normal, so that $d\beta=d\ell/R$. The width of the tip surface minus that of the root surface is

$$\int\Big(1+\frac LR\Big)d\ell-\int d\ell=L\int d\beta=L\psi,$$

where $\psi$ is the total turning angle. The radius has dropped out, and it may even vary along the arc. For $L=2.5$ nm and a right angle the extra width is $2.5\times\pi/2=3.93$ nm. A direct measurement of the two curves on an elliptical edge with semi-axes 9 and 5 nm gave the same value.

Sharpness decides how many chains share this width. With root spacing $s$, neighbouring normals differ by $s/R$, so each gap widens by $sL/R$ at the tips.

Q: Is that enough to let my precursor in?

A: Not by itself, at the sizes I assume here. Let me take $s=0.48$ nm, also used as the chain diameter, a corner radius of 5 nm and a precursor of diameter $p=0.6$ nm. The area factor is $1+2.5/5=1.5$, so the area per chain rises from 0.230 to 0.346 nm². Yet the free slot between radial chains is

$$\frac{sL}{R}=\frac{0.48\times2.5}{5}=0.24\ \text{nm}$$

at the tips, and it narrows to zero at the roots. The precursor does not fit. With even splaying, the slot at the tips would be as wide as the precursor only for $R<sL/p=2.0$ nm. The hole between four chains of a square array is somewhat wider than the slot, but at 5 nm it still measures only $\sqrt{0.48^2+0.72^2}-0.48=0.39$ nm across. The area factor is correct, but it does not by itself explain a leak at 5 nm. The question is whether the extra width stays evenly shared.

Q: Why should it not? The chains attract each other, and I would expect that to hold the layer together.

A: Attraction holds chains together in groups, and it can do so by opening the gaps between groups. To see when, we need the energy of two neighbouring chains.

I use rigid chains in rows parallel to the edge and count only the attraction between each chain and the chain directly facing it in the adjacent row. Let small parts of two chains interact by a 12-6 law. For parallel chains at distance $D$, summing along one of them involves

$$\int_{-\infty}^{\infty}\frac{d\zeta}{(D^2+\zeta^2)^m}=D^{1-2m}\int_{-\infty}^{\infty}\frac{dv}{(1+v^2)^m},$$

where $\zeta$ is the distance along the chain and $\zeta=Dv$. The powers $m=6$ and $m=3$ give an energy per length $u=A/D^{11}-B/D^5$. Let its minimum lie at the root spacing $s$, with depth $w$. Then $u'(s)=0$ gives $11A/s^{12}=5B/s^6$, or $A=5Bs^6/11$. The depth gives

$$-w=\frac{A}{s^{11}}-\frac{B}{s^5}=-\frac{6B}{11s^5},$$

so $B=11ws^5/6$ and $A=5ws^{11}/6$. Therefore

$$u(D)=\frac w6\left[5\Big(\frac sD\Big)^{11}-11\Big(\frac sD\Big)^5\right],$$

$$u''(D)=\frac{55w}{s^2}\left[2\Big(\frac sD\Big)^{13}-\Big(\frac sD\Big)^7\right].$$

These relations hold in any consistent units. The curvature $u''$ vanishes at $D=2^{1/6}s=1.122s$. Beyond that spacing the restoring force weakens as the gap grows.

Q: But the gap between splayed chains is different at every height. Which spacing counts?

A: All of them, added along the chain. If two neighbours have relative angle $\theta$, their spacing at small angles is $D(z)=s+z\theta$. The pair energy is

$$E(\theta)=\int_0^L u(s+z\theta)\,dz .$$

Set $q=1+z\theta/s$ and $x=L\theta/s$. Then $dz=(L/x)\,dq$ and

$$E=\frac{wL}{6x}\int_1^{1+x}\big(5q^{-11}-11q^{-5}\big)dq=-wL\,f(x),$$

$$f(x)=\frac1{6x}\left[\frac{11}{4}\Big(1-\frac1{(1+x)^4}\Big)-\frac12\Big(1-\frac1{(1+x)^{10}}\Big)\right].$$

Here $f$ is the fraction of the full cohesion $wL$ that survives. For radial chains $\theta=s/R$, so $x=L/R$. At small $x$, expanding $u$ about its minimum gives $f\simeq1-55x^2/6$. At large $x$ the two brackets tend to $11/4-1/2=9/4$, so $f\to3/(8x)$ and $E\to-3wR/8$. On an edge much sharper than the chain length, further length adds almost no cohesion if the chains remain radial.

With $w=0.4$ eV/nm, the full cohesion is $wL=1.0$ eV per pair. At $R=5$ nm, $x=0.5$ and $f=0.572$, so even splaying gives up 0.43 eV per pair.

Q: That is a loss of cohesion. Where does a crack come from?

A: From the fact that the angles must add up to $\psi$. One gap can close only if another opens. Let chain $i$ lean by $\phi_i$ from its normal, so that

$$\theta_i=\frac sR+\phi_{i+1}-\phi_i .$$

Try alternating leans $+\delta,-\delta,+\delta,\ldots$ Successive angles become $s/R+2\delta$ and $s/R-2\delta$. The terms linear in $\delta$ cancel between them, and the mean change per pair is

$$\tfrac12E''(2\delta)^2=2E''\delta^2 .$$

An anchor of stiffness $k$ adds $k\delta^2/2$ per chain. Away from the ends there is one pair per chain, so the total per chain is

$$\tfrac12\,(4E''+k)\,\delta^2 .$$

Since $x=L\theta/s$, two derivatives of $E=-wLf$ give $E''=-wL(L/s)^2f''(x)$. Even splaying is therefore unstable when

$$k<4wL\Big(\frac Ls\Big)^2f''\Big(\frac LR\Big).$$

For soft anchors the threshold is $E''=0$. Differentiating under the integral brings down $z^2$. With $t=z\theta/s$, and after removing positive factors, the condition reads

$$\int_0^{x_c}t^2\left[\frac2{(1+t)^{13}}-\frac1{(1+t)^7}\right]dt=0 .$$

Its solution is $x_c=0.181$. This exceeds the 0.122 at which the tips alone pass the inflection, because the lower parts of the chains are still on the stable side. The threshold radius is

$$R_c=\frac L{x_c}=5.53\,L=13.8\ \text{nm}=138\ \text{Å}.$$

This is where radial chains become unstable to alternating leans. On a long arc, a layer that first tilts as a whole can stay even at smaller radii. Two tests bear on the threshold for radial chains. An explicit sum over beads, for chains of length $40s$, gave the same $x_c$ within 3%. In the full geometry of a rounded right angle without anchor stiffness, alternating leans raised the energy at $1.15R_c$ and lowered it at $0.85R_c$.

Q: Could stiff anchors save the layer?

A: Hardly at 5 nm in this model. Holding the chains radial there would take 136 eV/rad², while my rough value for anchor and chain flexibility together is 1 eV/rad². That figure is for alternating leans. The stiffness needed against them falls to zero at $R_c$, but it rises so steeply below it that soft anchors hardly move the threshold. A common tilt of all the chains is a separate, softer motion, which I consider at the end. On a long arc, resisting it takes 1.4 to 1.9 eV/rad² for radii from 5 to 30 nm, so my 1 eV/rad² does not keep the chains strictly radial even above $R_c$.

Q: Once the instability starts, how far does it go?

A: Consider two open gaps that are both in the concave range of $E$. Transferring a small angle $\eta$ from one to the other changes their energy by

$$E(\theta+\eta)+E(\theta-\eta)-2E(\theta)\simeq E''\eta^2<0 .$$

The wider gap therefore tends to grow at the expense of the other. The chains between them must lean as a bundle, and two costs oppose this. The anchors are strained, and parallel chains leaning by $\phi$ are squeezed to a perpendicular spacing $s\cos\phi$.

I let a right-angled corner of radius 5 nm relax with both costs included. It had 30 further rows on each flat side, with the outermost chains held upright. From nearly radial chains with random leans of at most 0.002 rad, damped motion led to a rest state with two slots wider than the precursor. The wider one has an angle of 0.706 rad. It has gathered

$$\frac{\theta R}{s}=\frac{0.706\times5}{0.48}\simeq7.4$$

radial slots and is 1.73 nm wide at the tips. The energy fell by 4.7 eV per file of chains across the corner, against $k_BT=0.039$ eV at 450 K. This is one rest state reached from one start; I do not claim that it is the lowest.

With everything but the radius unchanged, a 60 nm corner kept its widest slot at 0.019 nm. That shows a nearby uncracked rest state. It does not exclude a cracked state of lower energy behind a barrier.

Q: Does the crack expose the oxide?

A: No, it thins the barrier. The free width in a crack of angle $\theta$ is the spacing minus one chain diameter, $s+z\theta-s=z\theta$. It equals the precursor diameter at

$$z_p\simeq\frac p\theta=\frac{0.6}{0.706}=0.85\ \text{nm}.$$

At this large angle, the gap between points at equal distance along the two chains uses $2\sin(\theta/2)=0.691$ in place of $\theta$, which gives 0.87 nm, or 8.7 Å. A sphere touching both inclined walls has its centre a little higher, 0.91 nm above the roots. Below that height the slot is narrower than the precursor. A round precursor centred there reaches roughly $p/2=0.3$ nm lower still. So, if each row of chains is treated as a solid wall, about a third of the original 2.5 nm blocks its centre. Between four separate chains its centre can sit lower, at about 0.75 nm.

A crack that gathers $n$ radial slots has $\theta=ns/R$ and hence $z_p=pR/(ns)$. In this slot estimate, entry at the tips requires $z_p<L$, or $n>pR/(sL)=2.5$. Three gathered slots are enough here, which is why bundling matters more than the average area.

The remaining step, passage through the narrow part of the crack or through a missing chain at its foot, is not in the model. I therefore cannot give you a leak rate. Arrival at the surface offers little protection. For a precursor of mass $m=100$ u at 0.1 Torr and 450 K, the kinetic flux $P/\sqrt{2\pi mk_BT}$ is $1.7\times10^5$ per nm² per second.

Q: Does heat not open similar gaps on the flat faces?

A: In this model they are small. On a flat face $E''(0)=\int_0^Lz^2u''(s)\,dz=(55/3)wL(L/s)^2$. Treating each relative angle as independent and neglecting the anchors, equipartition gives a root-mean-square tip slot of

$$L\sqrt{\frac{k_BT}{E''(0)}}=0.022\ \text{nm},$$

far below 0.6 nm. This counts the rocking of rigid chains, not kinks within them. It is also a typical width, not a bound: opening one gap to the precursor diameter costs about 0.7 eV, or $18k_BT$, so such openings are rare but not excluded.

Q: Real chains do kink when they are hot. Could they simply fill the gaps?

A: Yes, and that is the main condition on the argument. Suppose the layer behaves like a liquid that keeps its volume. Per unit root area its volume is $L$, so its thickness $h$ obeys

$$\int_0^h\Big(1+\frac zR\Big)dz=h+\frac{h^2}{2R}=L .$$

The positive root is

$$h=R\left(\sqrt{1+\frac{2L}R}-1\right).$$

At 5 nm this is $5(\sqrt2-1)=2.07$ nm. The film is 17% thinner than on the flat and has no cracks. For a blunt edge $h\simeq L-L^2/(2R)$, so the thinning fades as $1/R$. The geometry is the same in both cases, but in the widest crack of the rest state found above, the stiff layer blocks the precursor only over roughly the lowest 0.87 nm, while the liquid-like one is 2.07 nm thick everywhere on the arc.

Q: How close is your example to my octadecyl layer on an oxide fin?

A: The chain length, area per chain, corner radius, precursor size and temperature are rough typical values for that case. The row attraction is a rough estimate, and the anchor stiffness is the least certain input. The assumption most clearly broken is rigidity: alkyl chains at 450 K contain kinks, which may partly fill the cracks and move the remaining barrier from 0.87 nm toward 2.07 nm. I have not calculated this effect.

The threshold is also softer than its digits suggest. If all chains may tilt together at no anchor cost, the perpendicular spacing at their roots shrinks and their tips are less stretched; at 5 nm the cohesion fraction rises from 0.572 to 0.687, and $R_c$ drops from 13.8 to 6.6 nm. These values are for a long, evenly tilted arc. Flat faces beside a short arc resist the tilt, because it squeezes chains that already stand at their preferred spacing, so a real corner may give way at a larger radius. With the anchor stiffness of 1 eV/rad², the evenly tilted long arc gives way at 8.6 nm, while the right-angled corner between flat faces, started from nearly radial chains, cracks at 12 nm and stays even at 16 nm. Hexagonal packing with its close-packed rows along the edge, taken alone, gives $R_c=10.3$ nm, and finite chain ends give 13.1 nm. Free tilt on a long arc, hexagonal packing and finite ends together bring it to about 4 nm, so a 5 nm corner is not safely inside the unstable range for every real layer. Counting all chains of the adjacent row, instead of the facing one alone, moves the radial value the other way, to about 16 nm.

Q: Then what should I try first, longer chains or rounder corners?

A: Within this model, rounding the corner is the clearer choice if the fin is wide enough. At fixed chain length, spacing and attraction it reduces the stretch per chain and can bring the edge above $R_c$, where alternating leans no longer grow by themselves. This is not a guarantee: cracked states of lower energy exist above $R_c$ too. In this model a single crack more than 1 nm wide at the tips still lies about 0.4 eV below the even state at 30 nm, so it is wise to leave a wide margin. The fin itself also sets a limit. The radius of its two top corners cannot exceed half its width, so reaching 13.8 nm would take a fin at least 27.6 nm wide. On a narrower fin rounding still reduces the stretch, but this threshold stays out of reach. Longer chains give a thicker barrier on flat faces, but $R_c$ grows in proportion to $L$, so a corner that was stable may become unstable. A layer that stays mobile enough to fill the corner, yet dense enough to block on the flat, would avoid the cracks by another route. Comparing leakage at several corner radii with the same layer would help to separate the two pictures: the stiff model predicts a jump in slot width where the even layer gives way, at a radius that may depend on how the layer formed, and the liquid-like one a gradual thinning. The numerical output below lists the main values used here.

## Computed values

```
INPUTS (rough typical values)
chain length L                         2.50 nm
root spacing s = chain diameter        0.48 nm
sharp edge radius R                    5.0 nm
blunt edge radius                      60.0 nm
row attraction w                       0.40 eV/nm
anchor stiffness                       1.0 eV/rad^2
precursor diameter p                   0.60 nm
temperature                            450 K
thermal energy kT                      0.0388 eV
GEOMETRY
area factor at tips, sharp edge        1.500
area factor at tips, blunt edge        1.042
area per chain at root                 0.2304 nm^2
area per chain at tip, sharp edge      0.3456 nm^2
extra tip width of 90 degree corner    3.927 nm
radial slot width at tips, sharp edge  0.240 nm
STABILITY
inflection spacing ratio D/s           1.1225
cohesion fraction f(L/R), sharp edge   0.572
full pair cohesion w L                 1.000 eV
threshold x_c                          0.1810
threshold ratio R_c/L                  5.526
threshold radius R_c                   13.81 nm
threshold radius R_c, converted        138.1 angstrom
anchor stiffness to hold radial state  135.9 eV/rad^2
RELAXED CORNERS
sharp: slots wider than precursor      2
sharp: widest slot at tips             1.729 nm
sharp: angle of widest crack           0.706 rad
sharp: radial slots gathered in it     7.36
sharp: largest chain lean              0.349 rad
sharp: dense barrier left under crack  0.868 nm
sharp: dense barrier, converted        8.68 angstrom
sharp: estimate p/theta of barrier     0.849 nm
sharp: energy gain per file of chains  4.714 eV
blunt: widest slot at tips             0.0187 nm
NEGLECTED EFFECTS
R_c with free collective tilt          6.56 nm
cohesion fraction with that tilt at R  0.687
R_c with hexagonal packing             10.26 nm
R_c with finite chain ends             13.12 nm
thermal rms slot width on flat face    0.0221 nm
thickness if liquid-like, sharp edge   2.071 nm
precursor pressure                     0.10 Torr
precursor mass                         100 u
precursor arrivals                     1.656e+05 per nm^2 s
```
